Voltage drop along a selected crossbar line and its leakage correction

**1. The decision**

Before computing how a memory cell in a crossbar switches, one must decide which voltage to give it. One choice is to hand the cell the full driver voltage and ignore the wires. A second is to subtract a fixed wire drop. A third is to solve for the voltage at every node of the array, which costs far more. The choice depends on two numbers: the drop along a selected line, and the change in that drop when other cells on the line leak.

Take a line of N = 1000 equal wire segments, each of resistance r = 2 ohm, with a current I = 50 µA through the selected cell. The leading estimate of the end-to-end drop is 0.1 V per selected line. If 3 V is applied, ignoring the wires is then an error of several per cent in the voltage of a cell at the far end of both lines, and for such a cell subtracting a fixed drop is the least one should do. Whether it is also enough depends on the leakage.

These are round model parameters, not those of a particular material. Volts, amperes and ohms are the natural units for a circuit and are used throughout.

**2. The leading term**

Number the nodes j = 1, 2, …, N from the driver, with segment j ending at node j. The selected cell sits at node N, the far end. The current is steady, so no charge collects at any node. The resistance of the driver and its contact is left out. Suppose first that no other cell on the line carries current.

What enters a node must then leave it through the next segment, so every segment carries the same current I. Ohm's law gives the drop over one segment:

r I = 2 ohm × 50 µA = 0.1 mV.

The N drops have the same sign and add:

D₀ = N r I = 1000 × 0.1 mV = 0.1 V.

Equivalently, the line is a resistor of 2000 ohm carrying 50 µA. Solving Kirchhoff's current law at all 1000 nodes gives the same 0.1000 V.

The current I is the one that flows with the wires in place. This matters if the cell is specified by a resistance R instead of a current. The current passes through a word line, the cell and a bit line in series, so

I = V / (R + 2 N r).

With V = 3 V and R = 56 000 ohm, the total is 60 000 ohm and I = 50 µA. Using V/R instead would give 53.6 µA and a drop of 0.107 V per line, too large by 2Nr/R = 4000/56 000, or about 7% of the correct drop.

**3. Two lines, and the position of the cell**

The figure of 0.1 V belongs to one line. The word line falls from V at its driver to V − D₀ at the cell. The bit line is held at zero at its own driver and must rise to D₀ at the cell to push the current out. The cell voltage is the difference:

V_cell = (V − D₀) − D₀ = V − 2 D₀ = 3 V − 0.2 V = 2.8 V.

The wires take 0.2 V, or 6.7% of the applied voltage. A nodal solution with both lines and the 56 000 ohm cell gives the same 2.8 V.

This holds for the cell at the far end of both lines. If the cell sits at node k of the word line and node l of the bit line, only k and l segments carry the current, and

V_cell = V − (k + l) r I.

Without leakage, the wire beyond the cell carries no current and has no drop along it. For k = 250 the word-line drop is 250 × 0.1 mV = 0.025 V. The cell nearest both drivers loses only 2 × 0.1 mV = 0.2 mV.

The spread between near and far cells is therefore almost the full 0.2 V. Raising the applied voltage to 3.2 V restores 3 V at the far corner, if the current is still 50 µA, but then puts almost 3.2 V on the nearest cell. One fixed compensation cannot serve both. With each line driven from one end, either the cells must tolerate the spread, or the applied voltage must depend on the address. Driving each line from both ends would reduce the spread: the worst place is then the middle, where half the current comes from each side through half the line, and the drop is N r I/4 = 0.025 V per line.

**4. Leakage as a perturbation**

In the half-voltage scheme all unselected lines are held at V/2. Each of the other N − 1 cells on the selected word line is half-selected: it has the word-line voltage on one side and V/2 on the other. Treat the unselected lines as ideal, so that they stay at V/2 everywhere.

Let i_m be the current that leaves the word line through the half-selected cell at node m, and let s_j be the current in segment j. Current conservation reads

s_N = I,
s_j = s_{j+1} + i_j for j < N.

Working back from the far end,

s_j = I + i_j + i_{j+1} + … + i_{N−1}.

The total drop is r times the sum of all s_j. The leakage i_m appears in s_1, s_2, …, s_m, because it must travel through the first m segments before it leaves. It is thus counted m times:

D = N r I + r Σ m i_m, with m running from 1 to N − 1.    (A)

No approximation has been made in (A) beyond the circuit model.

If all leakages have the same value i_h, the sum is i_h (1 + 2 + … + (N − 1)) = i_h N(N − 1)/2, and

D = N r I + r i_h N(N − 1)/2 = N r I (1 + ε),

ε = (N − 1) i_h / (2 I).

The small parameter ε is half the ratio of total leakage to cell current. The half arises because a leakage current travels, on average, through half the line.

For i_h = 10 nA the total leakage is 999 × 10 nA ≈ 10 µA. The driver must supply about 60 µA, which is 20% more than the cell current, but the drop grows by 10%, from 100 mV to 110 mV.

The correction equals the leading term when ε = 1:

i_h = 2 I/(N − 1) = 100 µA / 999 = 100.1 nA.

The nodal solution with this constant leakage gives a line drop of 0.2000 V, twice the leading estimate. A cell current of 50 µA may look safely large beside 100 nA, but it is the sum over 999 cells that counts.

The two terms grow differently with line length. At fixed r, I and i_h, the leading term is proportional to N and the correction, for large N, to N². A leakage that is harmless on a short line need not be so on a long one.

**5. The correction for a cell near the driver**

The relative correction is not smallest near the driver. Let the selected cell be at node k, and let all other cells leak i_h. A leaking cell at node m < k shares m segments with the path to the selected cell. One at m > k shares all k segments. The drop to node k is therefore

D_k = k r I + r i_h [k(k − 1)/2 + k(N − k)].

Here k(k − 1)/2 is the sum of m from 1 to k − 1, and the second term counts the N − k cells beyond the selected one. Taking out a factor k,

(k − 1)/2 + N − k = N − (k + 1)/2,

so that

D_k = k r I { 1 + (i_h/I) [N − (k + 1)/2] }.

For k = N the bracket is (N − 1)/2, which returns ε. For k = 1 it is N − 1, twice as large: the first segment carries the leakage of the whole line. With i_h = 10 nA the relative correction is thus 20% at the first node and 10% at the last. In volts the order is reversed, since 20% of 0.1 mV is negligible and 10% of 0.1 V is not. The far end remains the case that sets the voltage margin.

**6. Leakage that depends on voltage**

A real leakage current changes with the voltage across the cell. Let it be i(v), with i(0) = 0 and i increasing with v. If d_m is the drop from the driver to node m, the half-selected cell there has the voltage

(V − d_m) − V/2 = V/2 − d_m.

Assume D < V/2, so that this voltage is positive at every node. All leakages then flow out of the line, all segment currents are positive, and d_m increases with m. Every half-selected cell has a voltage between V/2 − D and V/2. Since i increases with voltage, (A) gives

r i(V/2 − D) N(N − 1)/2 ≤ D − N r I ≤ r i(V/2) N(N − 1)/2.

The right-hand side is the constant-leakage formula with the leakage taken at V/2. It is a safe upper bound on the extra drop, not its value.

A sharper estimate follows from expanding in the strength of the leakage. The unperturbed drop is d_m = m r I. Leakage changes d_m by an amount of first order in the leakage, and this changes i_m at second order only. To first order, then,

D ≈ N r I + r Σ m i(V/2 − m r I).    (B)

The true d_m is never smaller than m r I, because leakage adds to every segment current. Each true i_m is therefore no larger than the one used in (B). The first-order result is again an upper bound, but a closer one.

**7. A linear cell**

Write h = V/2 = 1.5 V and let i(v) = i₀ v/h, so that i₀ is the leakage at V/2. For i₀ = 10 nA this is a resistance of 150 megaohm. The law thus stands for half-selected cells in a highly resistive state. A linear cell of 56 000 ohm, like the selected one, would pass 27 µA at 1.5 V. Inserting v = h − m r I in (B), the extra drop is

E₁ = r i₀ Σ m (1 − m r I/h).

The two sums needed are Σ m = N(N − 1)/2 and Σ m² = (N − 1)N(2N − 1)/6. Their ratio is Σ m² / Σ m = (2N − 1)/3. Hence

E₁ = r i₀ [N(N − 1)/2] [1 − (2N − 1) r I/(3h)].

The last fraction is 1999 × 0.1 mV / 4.5 V = 0.044. To first order, the falling line voltage thus reduces the extra drop by 4.4% of its upper bound. For i₀ = 10 nA the bound is 9.99 mV and

E₁ = 9.99 mV × 0.956 = 9.55 mV.

The nodal solution gives 9.49 mV. The small remainder should come from the next order, and its size can be estimated. The first-order extra drop at node m, with the leakage taken as constant, follows from the counting in section 5. Here the cell at node m leaks and the one at node N does not, the reverse of the case there, but a leakage at either node shares m segments with the path to node m, so the count is the same:

e_m = r i₀ m [N − (m + 1)/2] ≈ r i₀ (N m − m²/2) for large N.

This lowers the leakage at node m by i₀ e_m/h. By (A), the total drop changes by

E₂ ≈ −(r i₀/h) Σ m e_m ≈ −(r² i₀²/h) Σ (N m² − m³/2).

For large N, Σ m² ≈ N³/3 and Σ m³ ≈ N⁴/4. The sum is then N⁴/3 − N⁴/8 = 5N⁴/24, and

E₂ ≈ −(5/24) (r i₀ N²)²/h.

For i₀ = 10 nA, r i₀ N² = 0.02 V and E₂ ≈ −0.06 mV. This accounts for the difference between 9.55 and 9.49 mV.

For i₀ = 100 nA, E₁ = 95.5 mV and E₂ ≈ −5.6 mV, which together give 89.9 mV. The nodal value is 90.4 mV. The expansion is still useful here, although the extra drop is almost as large as the leading term. The reason is that the feedback is governed by r i₀ N²/h, which is 0.2 V/1.5 V = 0.13, and not by ε.

**8. A nonlinear selector**

A selector is meant to pass little current at half voltage and much more at full voltage. As a model of its half-selected leakage take

i(v) = i₀ sinh(v/w) / sinh(h/w), with w = 0.25 V.

The law is used for the half-selected cells only; the current of the selected cell is still set to 50 µA. Here h/w = 6. At such arguments sinh x is very nearly eˣ/2, so the leakage at a node with drop d is

i(h − d) ≈ i₀ exp(−d/w).

The voltage scale that matters is now w, not h. With d_m = m r I, set x = m/N and a = N r I/w = 0.1 V/0.25 V = 0.4. For large N the sum in (B) becomes an integral:

E₁ ≈ r i₀ N² ∫₀¹ x exp(−a x) dx.

Integration by parts gives

∫₀¹ x exp(−a x) dx = −exp(−a)/a + (1/a) ∫₀¹ exp(−a x) dx
= −exp(−a)/a + [1 − exp(−a)]/a²
= [1 − (1 + a) exp(−a)]/a².

As a tends to zero, the integral tends to ∫₀¹ x dx = 1/2, which is the constant-leakage result for large N. For a = 0.4, exp(−a) = 0.6703 and the integral is (1 − 1.4 × 0.6703)/0.16 = 0.385. To first order, the extra drop is therefore reduced by about 23% from its upper bound, much more than for the linear cell.

The first-order values and the nodal ones compare as follows.

- i₀ = 1 nA: r i₀ N² = 2 mV, so E₁ = 0.77 mV. The nodal value is 0.77 mV.
- i₀ = 10 nA: r i₀ N² = 20 mV, so E₁ = 7.7 mV. The nodal value is 7.5 mV.
- i₀ = 100 nA: r i₀ N² = 200 mV, so E₁ = 77 mV. The nodal value is 63 mV.

In the last case the first-order result is too high by 23% of the nodal value. The extra drop of 63 mV at the far end is a quarter of w, and it alone lowers the leakage there by a factor exp(−0.25) = 0.78. First order leaves this feedback out. The feedback parameter is now r i₀ N²/w = 0.2 V/0.25 V = 0.8, which is not small.

The nonlinearity also affects the compensation considered in section 3. Raising V from 3 V to 3.2 V raises V/2 by 0.1 V. Next to the driver, the leakage of a linear half-selected cell grows by a factor 1.6/1.5 = 1.07. That of the nonlinear one grows by about exp(0.1/0.25) = 1.49. The voltage added to overcome the wire drop thus increases the leakage that contributes to it.

**9. The bit line**

The same analysis applies to the selected bit line. Let b_m be its potential at node m, counted from its own driver at zero. A half-selected cell there connects it to an unselected word line at V/2, has the voltage V/2 − b_m, and feeds current into the bit line. That current flows towards the driver through m segments. The equations are those of the word line with b_m in place of d_m. For equal lines and a cell at both far ends,

V_cell = V − 2 D,

where D now includes the leakage correction. With the linear cell at 10 nA, D = 109.5 mV and the cell keeps 2.78 V. At 100 nA, D = 190 mV and it keeps 2.62 V, compared with the 2.8 V of the leading estimate. Both figures assume that the selected cell still carries 50 µA.

**10. Which calculation to do**

For these parameters, and for a selected cell at the far end that carries 50 µA, the half-selected leakage at V/2 sets an upper bound on the leakage correction. How far the correction lies below that bound depends on the form of i(v) and on the size of the leakage. The bound assumes that all half-selected cells follow one increasing law i(v). In a memory the leakage depends on the stored state, and the value at V/2 must then be that of the most conducting state. The leakages of 1 to 100 nA used here are 500 to 50 000 times smaller than the cell current, which requires highly resistive cells or a good selector. A single linear cell of 56 000 ohm at node 500, with the others at 10 nA, draws about 25 µA through 500 segments and adds about 25 mV to the drop, more than all the other cells together.

The condition on the current is important, because a cell that switches changes its resistance. Without leakage, a cell of 1 megaohm at the far end of both lines carries only 3 µA and keeps 2.99 V of the 3 V, while at 56 000 ohm it keeps 2.8 V. A fixed drop therefore belongs to one stated current. To follow the switching itself, the cell must be solved together with at least the series resistance 2 N r of its lines. The estimates below are for 50 µA.

At 1 nA per cell, the extra drop is at most 1 mV per line, or 1% of the leading term. For a cell at the far end of both lines, subtracting 0.1 V per line then leaves an error of at most 2 mV in the cell voltage.

At 10 nA the correction to the drop at the far end is at most 10%. For a cell nearer the driver the relative correction is larger, as section 5 showed. At the far end, the constant-leakage formula gives a safe margin, and (B) gives a closer value if the form of i(v) is known. Nearer the driver, the formula for D_k in section 5 gives a safe margin if i_h is taken at V/2, provided this is the largest leakage that any half-selected cell on the line can have at V/2.

At 100 nA the leading estimate fails for the two leakage laws considered: the true drop at the far end is 1.6 to 1.9 times as large. The nodal equations of the line should then be solved.

Solving a single line is not enough if the unselected lines are themselves pulled away from V/2 by the currents they carry. The leakages then depend on the whole array, and the derivation of section 6 no longer applies as it stands. For the leakages considered here the effect is small: each unselected line carries about one leakage current, so it shifts by at most about N r i₀, or 0.2 mV at 100 nA, and in the direction that lowers the leakage. A driver resistance R_d adds a drop R_d s_1, where s_1 includes all the leakage. During a fast pulse, charging currents flow as well, and the assumption of a steady current fails. In each case a selected-cell current of 50 µA at the far end still contributes the term N r I = 0.1 V to the drop along the line, and the other contributions must be added to it. Switching that current off need not lower the drop by exactly 0.1 V, because a voltage-dependent leakage and, during a pulse, the charging currents would then change as well.

The nodal values quoted here are listed in the numerical output below.

Table of computed values

```
segments per line: 1000
resistance per segment: 2.0 ohm
selected-cell current: 50.0 microampere
applied voltage: 3.00 V
line resistance: 2000 ohm
drop per segment: 0.100 mV
drop per line, formula: 0.1000 V
drop per line, nodal solution: 0.1000 V
drop to cell at node 250, formula: 0.0250 V
drop to cell at node 250, nodal: 0.0250 V
drop in both lines: 0.2000 V
cell resistance in two-line test: 56000 ohm
voltage left for far-corner cell: 2.8000 V
drop in both lines / applied: 6.67 %
equal leakage that doubles drop: 100.1 nA
line drop at that leakage, nodal: 0.2000 V
voltage scale of sinh leakage: 0.25 V
leakage per cell at V/2: 1 nA
  extra line drop, upper bound: 0.999 mV
  extra line drop, linear cell: 0.954 mV
  extra line drop, sinh cell: 0.767 mV
leakage per cell at V/2: 10 nA
  extra line drop, upper bound: 9.990 mV
  extra line drop, linear cell: 9.493 mV
  extra line drop, sinh cell: 7.499 mV
leakage per cell at V/2: 100 nA
  extra line drop, upper bound: 99.900 mV
  extra line drop, linear cell: 90.427 mV
  extra line drop, sinh cell: 62.551 mV
```
